# Plasmon Satellites of a Core Level: Exact Solution, GW and Cumulant

## Problem

A deep core level loses its electron in photoemission, and the hole left behind excites the plasmons of the surrounding electrons. Keep one core level without spin and one plasmon mode of fixed energy $\omega_p$, and set $\hbar=1$:

$$H=\varepsilon\,c^\dagger c+\omega_p\,a^\dagger a+g\,c\,c^\dagger(a+a^\dagger).$$

Here $c$ removes the core electron, $a$ removes a plasmon, and $g$ is real. Since $cc^\dagger=1-c^\dagger c$ counts holes, the coupling acts when the level is empty. The initial state $|N\rangle$ has a filled level and no plasmon. The photoelectron is assumed to leave without further interaction (the sudden approximation), so the spectrum is

$$A(\omega)=\sum_f|\langle f|c|N\rangle|^2\,\delta(\omega-E_N+E_f),$$

where $f$ runs over the eigenstates without the core electron. A more negative $\omega$ means a larger binding energy. Use $x=\omega-\varepsilon$ and $S=g^2/\omega_p^2$.

(a) Find $A(\omega)$ exactly.

(b) Find the number, positions and weights of the lines in one-shot GW, where the self-energy is built from the bare $G_0$. What does this approximation leave out?

(c) Write $G=G_0e^{C}$ and fix $C$ by the same second-order self-energy. How good is the result?

(d) Evaluate the spectra for $\varepsilon=-100$ eV, $\omega_p=15$ eV and $g=9$ eV, which are round model parameters.

## Hints

1. With the level empty, $H$ is an oscillator under a constant force. Shift its origin.
2. The old plasmon vacuum is an eigenstate of the shifted lowering operator.
3. In the time domain the GW self-energy is a plain product, $\Sigma(t)=iG_0(t)W(t)$.
4. Compare the GW result with the hole Hamiltonian restricted to the states with zero and one plasmon.
5. For (c), expand the hole's time evolution in $g$ and apply Wick's theorem to the plasmon field. Count the pairings.

## Solution

### (a) Exact spectrum

In the initial state $cc^\dagger|N\rangle=0$, so $H|N\rangle=\varepsilon|N\rangle$ and $E_N=\varepsilon$. Once the electron is gone, the Hamiltonian is

$$H_h=\omega_p a^\dagger a+g(a+a^\dagger).$$

Define $b=a+g/\omega_p$. Adding a number to $a$ leaves the commutator unchanged, so $[b,b^\dagger]=1$. Multiplying out,

$$\omega_p b^\dagger b=\omega_p a^\dagger a+g(a+a^\dagger)+\frac{g^2}{\omega_p},$$

and therefore

$$H_h=\omega_p b^\dagger b-S\omega_p,\qquad E_n=(n-S)\omega_p .$$

The lines lie at $\omega=\varepsilon-E_n=\varepsilon+S\omega_p-n\omega_p$.

Removing the electron leaves the plasmons in the old vacuum $|0\rangle$, with $a|0\rangle=0$. Hence $b|0\rangle=\sqrt S\,|0\rangle$ for $g>0$; the sign of $g$ does not affect the weights. The eigenstates of $H_h$ are $|n_b\rangle=(b^\dagger)^n|0_b\rangle/\sqrt{n!}$, so

$$\langle n_b|0\rangle=\frac{\langle0_b|b^n|0\rangle}{\sqrt{n!}}=\frac{S^{n/2}}{\sqrt{n!}}\langle0_b|0\rangle .$$

The squared overlaps must add to one. This gives $|\langle0_b|0\rangle|^2e^S=1$, and

$$A(\omega)=\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}\,\delta(\omega-\varepsilon-S\omega_p+n\omega_p).$$

The weights form a Poisson distribution with mean plasmon number $S$. The main line, $n=0$, is raised by the relaxation energy $S\omega_p$, and the satellites follow at intervals $\omega_p$. The weight of line $n$ is $S/n$ times that of line $n-1$, so the main line is the strongest one only for $S<1$; for larger $S$ the maximum lies near $n=S$. The mean of $x$ is $(S-\langle n\rangle)\omega_p=0$, so the centre of gravity stays at the bare level.

Part (c) needs the amplitude for the plasmons to be in $|0\rangle$ again after a time $\tau$:

$$L(\tau)=\langle0|e^{-iH_h\tau}|0\rangle=\sum_n e^{-S}\frac{S^n}{n!}e^{-i(n-S)\omega_p\tau}.$$

Summing the exponential series gives

$$L(\tau)=\exp\!\left[S\left(e^{-i\omega_p\tau}-1+i\omega_p\tau\right)\right].$$

### (b) One-shot GW

Take $G(t)=-i\langle T\,c(t)c^\dagger(0)\rangle$. As the level is filled, $G$ vanishes for $t>0$. Without coupling, $G_0(t)=ie^{-i\varepsilon t}$ for $t<0$, and with a convergence factor $e^{\delta t}$

$$G_0(\omega)=\int_{-\infty}^{0}ie^{i(\omega-\varepsilon)t+\delta t}dt=\frac{1}{\omega-\varepsilon-i\delta}.$$

The screened interaction is here the exchange of one plasmon,

$$W(t)=-ig^2\langle T\phi(t)\phi(0)\rangle=-ig^2e^{-i\omega_p|t|},\qquad \phi=a+a^\dagger .$$

Two other contributions vanish. The mean force on the plasmon is $g\langle cc^\dagger\rangle=0$, so there is no Hartree shift. The core does not change $W$ either: a polarization bubble needs $G(t)G(-t)$, and one of the two factors is zero.

For $t<0$ we have $e^{-i\omega_p|t|}=e^{i\omega_pt}$, so

$$\Sigma(t)=i\,(ie^{-i\varepsilon t})(-ig^2e^{i\omega_pt})=ig^2e^{-i(\varepsilon-\omega_p)t}.$$

This is $g^2$ times a $G_0$ whose level is moved to $\varepsilon-\omega_p$. Its transform is $g^2/(x+\omega_p-i\delta)$. Dropping $i\delta$, Dyson's equation gives

$$G=\frac{1}{x-\dfrac{g^2}{x+\omega_p}}=\frac{x+\omega_p}{x^2+\omega_px-g^2}.$$

The denominator has two zeros. With $R=\sqrt{1+4S}$ they are

$$x_\pm=\frac{\omega_p}{2}(-1\pm R).$$

The weights are the residues. Since $x_\pm+\omega_p=\omega_p(1\pm R)/2$ and $2x_\pm+\omega_p=\pm\omega_pR$,

$$Z_\pm=\frac{x_\pm+\omega_p}{2x_\pm+\omega_p}=\frac12\left(1\pm\frac1R\right).$$

The weights add to one, so there is one satellite, called the plasmaron. It lies $\omega_p\sqrt{1+4S}$ below the main line, which exceeds $\omega_p$ for every $S>0$.

**What is left out.** Restrict $H_h$ to $|0\rangle$ and $|1\rangle$:

$$H_h^{(1)}=\begin{pmatrix}0&g\\ g&\omega_p\end{pmatrix},\qquad \langle0|\frac{1}{x+H_h^{(1)}}|0\rangle=\frac{x+\omega_p}{x(x+\omega_p)-g^2}.$$

This is the GW result. One-shot GW lets the hole emit a plasmon and reabsorb it, repeatedly, but never allows two plasmons at once.

Second-order perturbation theory shows why the satellite moves. The full $H_h$ couples $|n-1\rangle$ to $|n\rangle$ with strength $g\sqrt n$. The state below pushes $|n\rangle$ up by $ng^2/\omega_p$, and the state above pushes it down by $(n+1)g^2/\omega_p$. The net shift is $-S\omega_p$ for every $n$, so the spacing survives. In the truncated problem $|0\rangle$ still goes down by $S\omega_p$, but $|1\rangle$ has no upper neighbour and goes up by $S\omega_p$. The separation becomes $\omega_p(1+2S)$, which is the expansion of $\omega_p\sqrt{1+4S}$ to first order in $S$.

The moments $M_k=\langle0|(-H_h)^k|0\rangle$ of $x$ show where the error enters. The first three involve at most one plasmon, and GW has them right: $M_1=0$, $M_2=g^2$, $M_3=-g^2\omega_p$. The fourth collects three paths:

- $0\to1\to1\to1\to0$ gives $g^2\omega_p^2$;
- $0\to1\to0\to1\to0$ gives $g^4$;
- $0\to1\to2\to1\to0$ gives $g\cdot\sqrt2g\cdot\sqrt2g\cdot g=2g^4$.

Exactly, $M_4=(S+3S^2)\omega_p^4$. One-shot GW lacks the last path and has $(S+S^2)\omega_p^4$. The factor 2 in that path counts two diagrams: the two plasmons are reabsorbed either in reverse order of emission (nested) or in the same order (crossed).

**Limits.** For small $S$ the GW satellite weight is $S-3S^2+\dots$, while the first exact satellite has $Se^{-S}=S-S^2+\dots$. The two agree to leading order. For large $S$, GW gives two lines of nearly equal weight about $2g$ apart, where the exact spectrum is a broad series of many lines. Both have the same mean and the same standard deviation $g$, since $M_1$ and $M_2$ agree, but the shapes differ completely.

### (c) Cumulant

Let $\phi(t)=ae^{-i\omega_pt}+a^\dagger e^{i\omega_pt}$. In the interaction picture

$$L(\tau)=\langle0|T\exp\!\left(-ig\int_0^\tau\phi(t)\,dt\right)|0\rangle .$$

Because $\langle\phi(t_1)\phi(t_2)\rangle=e^{-i\omega_p(t_1-t_2)}$, the second-order term is

$$C(\tau)=-g^2\int_0^\tau dt_1\int_0^{t_1}dt_2\,e^{-i\omega_p(t_1-t_2)}.$$

This contains the same information as the GW self-energy. At time $t=-\tau$ the first correction to $G_0$ is the convolution $G_0\Sigma G_0$. Its prefactors multiply to $i\cdot ig^2\cdot i=i(-g^2)$, its core phases combine to $e^{-i\varepsilon t}$, and the plasmon factor is integrated over ordered times. Hence $G_0\Sigma G_0=G_0C$, which is the condition that fixes $C$.

The inner integral is $(1-e^{-i\omega_pt_1})/(i\omega_p)$. The outer one then gives

$$\frac{1}{i\omega_p}\left[\tau-\frac{1-e^{-i\omega_p\tau}}{i\omega_p}\right]=-\frac{i\tau}{\omega_p}+\frac{1-e^{-i\omega_p\tau}}{\omega_p^2}.$$

Multiplying by $-g^2$,

$$C(\tau)=S\left(e^{-i\omega_p\tau}-1+i\omega_p\tau\right).$$

So $e^{C}$ equals the exact $L(\tau)$ of part (a). As $G(t)=G_0(t)L(-t)$ for $t<0$, the cumulant Green's function is exact for this model, and expanding $e^C$ in powers of $e^{-i\omega_p\tau}$ returns the Poisson series.

The diagrams show why second order suffices. Odd orders vanish. At order $2m$, Wick's theorem gives $(2m-1)!!$ pairings. With all times integrated freely over $[0,\tau]$, each pairing contributes $(2C)^m$, where the 2 comes from the two orderings within each pair. The exponential supplies $1/(2m)!$, and

$$\frac{(2m-1)!!}{(2m)!}(2C)^m=\frac{(2C)^m}{2^m\,m!}=\frac{C^m}{m!}.$$

Nested, crossed and successive plasmons are all included. The step requires that the hole contribute the same phase whatever the order of the vertices, which holds because it has one state and no kinetic energy. It also requires a harmonic mode coupled linearly. For a hole that moves or changes its state, or for a nonlinear coupling, this proof fails and $e^C$ is in general an approximation.

### (d) Numbers

Here $S=(9/15)^2=0.36$. The exact main line is raised by $0.36\times15=5.4$ eV, and its weight is $e^{-0.36}=0.698$. For GW, $R=\sqrt{2.44}=1.562$. The main line is raised by $7.5\times0.562=4.2$ eV, and the separation is $1.562\times15=23.4$ eV.

| Line | $\omega$ (eV) | Below main line (eV) | Weight |
|---|---|---|---|
| exact, $n=0$ | −94.6 | 0 | 0.698 |
| exact, $n=1$ | −109.6 | 15.0 | 0.251 |
| exact, $n=2$ | −124.6 | 30.0 | 0.045 |
| exact, $n=3$ | −139.6 | 45.0 | 0.005 |
| GW, main | −95.8 | 0 | 0.820 |
| GW, satellite | −119.2 | 23.4 | 0.180 |

The plasmaron falls between the first two true satellites, where the model has no line. Its weight of 0.180 compares with 0.302 for all exact satellites together. It is not at their centroid either, which lies 17.9 eV below the main line.

After half a plasmon period, $\tau=\pi/\omega_p=0.138$ fs, the exact amplitude has modulus $e^{-2S}=0.487$. One-shot GW gives $|Z_++Z_-e^{-i\pi R}|=0.873$, so at this time it underestimates how far the plasmons have left their old vacuum. After a full period the error has the opposite sign: the exact modulus returns to 1, while $|Z_++Z_-e^{-2\pi iR}|$ stays below 1 because $R$ is not an integer here.

## Variation 1: align the level in $G_0$

*Build $\Sigma$ from a $G_0$ whose level sits at the exact main line, $\varepsilon+S\omega_p$. Is the satellite now in the right place?*

The pole of $\Sigma$ moves up by $S\omega_p$, while the bare level in Dyson's equation stays. With $y=x-S\omega_p$ the lines obey

$$(y+S\omega_p)(y+\omega_p)-S\omega_p^2=y\,[\,y+(1+S)\omega_p\,]=0 .$$

The root $y=0$ is the exact main line. The satellite lies $(1+S)\omega_p$ below it, so it is still misplaced. Since $(1+S)^2<1+4S$ is equivalent to $S<2$, this separation is nearer to the exact $\omega_p$ than the one-shot value $\omega_p\sqrt{1+4S}$ for $S<2$, and farther from it for $S>2$. From

$$G=\frac{y+\omega_p}{y\,[\,y+(1+S)\omega_p\,]}$$

the weights are $1/(1+S)$ and $S/(1+S)$. For $S=0.36$ the separation is $1.36\times15=20.4$ eV and the weights are 0.735 and 0.265.

The alignment has a price. It amounts to giving the one-plasmon state the energy $(1-S)\omega_p$, so the third moment becomes $-(1-S)g^2\omega_p$ and is no longer exact.

## Variation 2: make $G$ self-consistent

*Replace $G_0$ in $\Sigma$ by the full $G$. Does one satellite remain?*

For $t<0$, $\Sigma(t)=iG(t)W(t)=g^2e^{i\omega_pt}G(t)$, and the extra phase shifts the frequency: $\Sigma(x)=g^2G(x+\omega_p)$. Inserting Dyson's equation into itself gives

$$G(x)=\cfrac{1}{x-\cfrac{g^2}{x+\omega_p-\cfrac{g^2}{x+2\omega_p-\cdots}}}.$$

This is the $\langle0|\dots|0\rangle$ element of $(x+\tilde H)^{-1}$, where $\tilde H$ has plasmon energies $n\omega_p$ and the same coupling $g$ between all neighbours. The exact $H_h$ has $g\sqrt n$ instead. There is now a series of satellites, so the single plasmaron belongs to one-shot GW.

Diagonalizing $\tilde H$ numerically with 60 plasmon states puts the main line at −95.3 eV with weight 0.773. The satellites lie 19.0, 34.7 and 49.7 eV below it, with weights 0.204, 0.022 and 0.001. The second-order argument of part (b) accounts for the pattern. With equal couplings the two pushes on each state $n\ge1$ cancel, and $|0\rangle$ alone is lowered, so to leading order in $S$ satellite $n$ lies $(n+S)\omega_p$ below the main line. At $S=0.36$ this estimate gives 20.4, 35.4 and 50.4 eV, which is 1.4, 0.7 and 0.7 eV too large, so higher orders are not negligible here.

In the fourth moment the path through two plasmons now gives $g^4$ instead of $2g^4$, so $M_4=(S+2S^2)\omega_p^4$. The nested diagram has been recovered, and the crossed one is still missing.

Numerical values quoted here were computed with a short program.
